\section*{Transient Peltier Cooling of a Half-Space after a Current Step}

\section{Heat drawn from a surface at a constant rate}

Let a solid fill $x>0$ at the uniform temperature $T_0$. From $t=0$ a constant heat flux $q$ is drawn out through its surface $x=0$, and nothing heats the interior. By time $t$ the cold has spread to a depth of order $\sqrt{at}$, where $a=k/c$ is the diffusivity, $k$ the thermal conductivity and $c$ the heat capacity per volume. The heat removed, $qt$, came from that layer, so $c\sqrt{at}\,|\Delta T|\sim qt$. The surface therefore cools as $q\sqrt{t}/\sqrt{kc}$, and what remains is to find the numerical factor.

Write $\theta=T-T_0$. The conductive flux in the $+x$ direction is $-k\theta_x$, so heat leaving through the surface, in the $-x$ direction, makes $k\theta_x$ positive there:
\begin{equation}
\theta_t=a\theta_{xx},\qquad k\theta_x(0,t)=q,\qquad \theta(x,0)=0 .
\label{eq:flux}
\end{equation}
Differentiating the heat equation with respect to $x$ shows that the gradient $g=\theta_x$ obeys the same equation. It has the simpler conditions $g(0,t)=q/k$ and $g(x,0)=0$. Try $g=(q/k)G(\eta)$ with $\eta=x/(2\sqrt{at})$. Since $\eta_t=-\eta/(2t)$ and $\eta_x^2=1/(4at)$, the heat equation becomes
\begin{equation}
-\frac{\eta}{2t}G'=\frac{1}{4t}G''\quad\Longrightarrow\quad G''=-2\eta G' .
\end{equation}
Hence $G'\propto e^{-\eta^2}$. With $G(0)=1$ and $G(\infty)=0$ this gives $G=\mathrm{erfc}\,\eta$. The temperature far inside is unchanged, so $\theta(x,t)=-\int_x^\infty g\,d\xi$. Integration by parts, with $\ell=2\sqrt{at}$, gives
\begin{align}
\theta(x,t)&=-\frac qk\int_x^\infty \mathrm{erfc}\!\left(\frac{\xi}{\ell}\right)d\xi \nonumber\\
&=-\frac qk\left[\frac{\ell}{\sqrt\pi}\,e^{-x^2/\ell^2}-x\,\mathrm{erfc}\!\left(\frac{x}{\ell}\right)\right].
\label{eq:profile}
\end{align}
At $x=0$, using $\sqrt a/k=1/\sqrt{kc}$,
\begin{equation}
\theta_s(t)=-\frac{2q}{k}\sqrt{\frac{at}{\pi}}=-\frac{2q\sqrt t}{\sqrt{\pi kc}} .
\label{eq:step}
\end{equation}

\section{What the current adds}

Now let the solid be a thermoelectric with Seebeck coefficient $S$, measured relative to the metal that contacts it at $x=0$, and resistivity $\rho$. A current density $j$ in the $+x$ direction is switched on at $t=0$ and held. Take $S>0$; for an $n$-type material both $S$ and $j$ change sign and $Sj$ stays positive. The heat flux and the electric field are
\begin{equation}
J=STj-kT_x,\qquad \mathcal E=\rho j+ST_x .
\label{eq:fluxes}
\end{equation}
Stored heat grows by the convergence of $J$ and by the electrical power $j\mathcal E$. For constant $S$, $\rho$, $k$ and $c$,
\begin{align}
cT_t&=-J_x+j\mathcal E \nonumber\\
&=-SjT_x+kT_{xx}+\rho j^2+SjT_x \nonumber\\
&=kT_{xx}+\rho j^2 .
\label{eq:heat}
\end{align}
The Seebeck terms cancel in the bulk and survive at the surface. If the metal contact is thermally isolated, stores no heat and has no resistance, no heat enters through $x=0$. Then $J=0$ there, which means
\begin{equation}
kT_x(0,t)=S\,T_s(t)\,j ,
\label{eq:robin}
\end{equation}
with $T_s$ the surface temperature. The constant-flux model replaces $T_s$ by $T_0$ on the right, so that $q=ST_0j$. This is justified when the surface cools by a small fraction of $T_0$; the size of the error is found below.

\section{The maximum cooling}

In the constant-flux model the problem is linear with fixed data, and its two sources can be treated separately. Joule heating alone raises the temperature everywhere by $\rho j^2t/c$. This has no gradient, so it does not disturb the surface condition. Adding it to \eqref{eq:step} with $q=ST_0j$ gives
\begin{equation}
\theta_s=-\frac{2ST_0}{\sqrt{\pi kc}}\,u+\frac{\rho}{c}\,u^2,\qquad u=j\sqrt t .
\label{eq:u}
\end{equation}
Current and time enter through $u$ alone. Completing the square,
\begin{equation}
\theta_s=\frac{\rho}{c}(u-u_*)^2-\frac{\rho}{c}u_*^2,\qquad
u_*=\frac{ST_0}{\rho}\sqrt{\frac{c}{\pi k}} .
\label{eq:square}
\end{equation}
The lowest value is reached at $u=u_*$. With the figure of merit $Z=S^2/(\rho k)$, the greatest cooling and its time are
\begin{equation}
\Delta T_{\max}=\frac{\rho}{c}u_*^2=\frac{S^2T_0^2}{\pi\rho k}=\frac{ZT_0^2}{\pi},
\qquad t_*=\frac{u_*^2}{j^2}=\frac{S^2T_0^2c}{\pi k\rho^2j^2}.
\label{eq:main}
\end{equation}

At the minimum the linear term of \eqref{eq:u} equals $-2\Delta T_{\max}$ and the quadratic term $+\Delta T_{\max}$: Joule heating has undone half of the Peltier cooling. The surface is back at $T_0$ when $u=2u_*$, at $t=4t_*$. A larger current brings the minimum earlier, as $1/j^2$, without deepening it. The heat capacity affects the time but not the depth. The diffusion length at the minimum is
\begin{equation}
\sqrt{at_*}=\frac{ST_0}{\sqrt\pi\,\rho j} .
\label{eq:length}
\end{equation}
A leg of finite length $L$ acts as a half-space if this is much smaller than $L$.

The independence of $j$ has a more general root. Put $X=jx$ and $\tau=j^2t$. Every term of \eqref{eq:heat} is then proportional to $j^2$ and both sides of \eqref{eq:robin} to $j$, so the current drops out. The depth of the minimum is thus independent of $j$ for the true flux as well. Anything that brings in a fixed length or a fixed surface property can break this scaling.

\section{The true Peltier flux}

As the surface cools, the flux \eqref{eq:robin} falls below $ST_0j$. To include this, write $T=T_0+\beta t+w$ with $\beta=\rho j^2/c$. Then $w$ obeys the heat equation without a source and starts from zero. Its Laplace transform, with variable $p$, is $\hat w=A\,e^{-x\sqrt{p/a}}$, the solution that decays into the solid. With $h=Sj/k$, condition \eqref{eq:robin} becomes
\begin{equation}
-A\sqrt{\frac pa}=h\left(\frac{T_0}{p}+\frac{\beta}{p^2}+A\right).
\end{equation}
Solving for $A$ and setting $b=h\sqrt a$, the transform of the surface temperature is
\begin{align}
\hat T_s&=\frac{T_0}{p}+\frac{\beta}{p^2}+A
=\left(\frac{T_0}{p}+\frac{\beta}{p^2}\right)\left(1-\frac{b}{\sqrt p+b}\right)\nonumber\\
&=\left(T_0+\frac{\beta}{p}\right)\frac{1}{\sqrt p\,(\sqrt p+b)} .
\label{eq:laplace}
\end{align}

The last factor is the transform of $E(s)=e^{s^2}\mathrm{erfc}\,s$ with $s=b\sqrt t$. To see this, differentiate:
\begin{equation}
\frac{dE}{ds}=2sE-\frac{2}{\sqrt\pi},\qquad
\frac{dE}{dt}=b^2E-\frac{b}{\sqrt{\pi t}} .
\label{eq:Eprime}
\end{equation}
Since $E=1$ at $t=0$ and $1/\sqrt{\pi t}$ has the transform $1/\sqrt p$, the second relation gives $p\hat E-1=b^2\hat E-b/\sqrt p$. Therefore
\begin{equation}
\hat E=\frac{1-b/\sqrt p}{p-b^2}=\frac{1}{\sqrt p(\sqrt p+b)} .
\end{equation}
The factor $1/p$ beside $\beta$ in \eqref{eq:laplace} stands for integration over time. With $dt=2s\,ds/b^2$ and the first relation in \eqref{eq:Eprime},
\begin{equation}
\int_0^tE\,dt'=\frac1{b^2}\int_0^s\left(\frac{dE}{ds'}+\frac2{\sqrt\pi}\right)ds'
=\frac1{b^2}\left(E-1+\frac{2s}{\sqrt\pi}\right).
\end{equation}
Because $b^2=S^2j^2/(kc)$, the prefactor is $\beta/b^2=\rho k/S^2=1/Z$. With $z=ZT_0$,
\begin{equation}
\frac{T_s}{T_0}=E(s)+\frac1z\left(E(s)-1+\frac{2s}{\sqrt\pi}\right),\qquad
s=\frac{Sj}{k}\sqrt{at} .
\label{eq:true}
\end{equation}

Differentiating \eqref{eq:true} and inserting \eqref{eq:Eprime},
\begin{align}
\frac{d}{ds}\frac{T_s}{T_0}&=\left(1+\frac1z\right)\left(2sE-\frac2{\sqrt\pi}\right)+\frac{2}{z\sqrt\pi}\nonumber\\
&=2\left(1+\frac1z\right)sE-\frac{2}{\sqrt\pi} .
\end{align}
This vanishes when
\begin{equation}
F(s)\equiv\sqrt\pi\,sE(s)=\frac{z}{1+z} .
\label{eq:root}
\end{equation}
There is one root. Substituting $v=s+r/(2s)$ in $\mathrm{erfc}\,s=(2/\sqrt\pi)\int_s^\infty e^{-v^2}dv$ gives
\begin{equation}
F(s)=\int_0^\infty e^{-r-r^2/(4s^2)}\,dr ,
\label{eq:F}
\end{equation}
which rises steadily from 0 to 1 as $s$ grows. The slope of $T_s$ is negative before the root and positive after it, so the root is the minimum. Eliminating $E$ from \eqref{eq:true} by \eqref{eq:root},
\begin{equation}
\frac{T_{s,\min}}{T_0}=\frac{1}{\sqrt\pi\,s}+\frac1z\left(\frac{2s}{\sqrt\pi}-1\right).
\label{eq:truemin}
\end{equation}

\subsection{Small and large figure of merit}

Inserting a power series in \eqref{eq:Eprime} gives $E=1-2s/\sqrt\pi+s^2-4s^3/(3\sqrt\pi)+O(s^4)$. For small $z$ the root is of order $z$, so put $s=z\sigma$ in \eqref{eq:true}:
\begin{equation}
\frac{T_s}{T_0}-1=z\left(\sigma^2-\frac{2\sigma}{\sqrt\pi}\right)
+z^2\left(\sigma^2-\frac{4\sigma^3}{3\sqrt\pi}\right)+O(z^3).
\end{equation}
The first bracket is lowest at $\sigma=1/\sqrt\pi$. The second shifts this point by an amount of order $z$, which changes the minimum value only at order $z^3$, since the first bracket is stationary there. Hence
\begin{equation}
\frac{T_{s,\min}}{T_0}-1=-\frac z\pi+z^2\left(\frac1\pi-\frac{4}{3\pi^2}\right)+O(z^3).
\label{eq:small}
\end{equation}
The result \eqref{eq:main} is the leading order in $ZT_0$.

For large $z$ the root is large. Expanding \eqref{eq:F} gives $F\simeq1-1/(2s^2)$, while the right side of \eqref{eq:root} is close to $1-1/z$. So $s\simeq\sqrt{z/2}$, and \eqref{eq:truemin} gives $T_{s,\min}/T_0\simeq2\sqrt{2/(\pi z)}$, which stays positive. The constant-flux formula would give a negative absolute temperature for $z>\pi$.

\subsection{Why the constant-flux result is an upper bound}

A flux $q(t)$ that varies in time is a sum of small steps, each with the response \eqref{eq:step}. The response to a short pulse is the time derivative of that step response, so
\begin{equation}
\theta_s(t)=\frac{\rho j^2t}{c}-\frac1{\sqrt{\pi kc}}\int_0^t\frac{q(t')}{\sqrt{t-t'}}\,dt' .
\label{eq:history}
\end{equation}
The kernel is positive: less extraction in the past means a warmer surface now. From the start until after its single minimum, the true surface is below $T_0$, so its flux $ST_sj$ is below $ST_0j$. By \eqref{eq:history} it is then warmer than the constant-flux surface at the same time. The true cooling therefore stays below $ZT_0^2/\pi$.

\section{Comparison with a steady current}

Consider a leg of length $L$ whose far end is held at $T_0$, carrying a steady current. Let the Peltier flux be $ST_pj$, with $T_p=T_0$ for constant flux and $T_p=T_c$, the cold-end temperature, for the true flux. Integrating $k\theta_{xx}=-\rho j^2$ once from the surface gives $k\theta_x=ST_pj-\rho j^2x$. A second integration, from $x=0$ to the far end where $\theta=0$, gives
\begin{equation}
T_c-T_0=-\frac{ST_pjL}{k}+\frac{\rho j^2L^2}{2k} .
\label{eq:steady}
\end{equation}
For constant flux the best current is $j=ST_0/(\rho L)$ and the cooling is $ZT_0^2/2$. For the true flux, differentiate \eqref{eq:steady} with $T_p=T_c$ and set $dT_c/dj=0$. This gives $j=ST_c/(\rho L)$, and substituting it back,
\begin{equation}
T_0-T_c=\frac{ZT_c^2}{2},\qquad T_c=\frac{\sqrt{1+2z}-1}{Z} .
\label{eq:steadytrue}
\end{equation}
At constant flux, a current step applied to a leg at rest, and large enough that the leg acts as a half-space, thus reaches $2/\pi$ of the best steady cooling. What it offers is speed. A pulse added to a leg that is already cold starts from a different initial state and is not covered by \eqref{eq:main}.

\section{A miniature cooler leg}

Take $S=200\ \mu$V/K, an electrical conductivity of 1000 S/cm, $k=1.5$ W/(m\,K) and $c=1.2$ J/(cm$^3$\,K). These are rough values typical of bismuth telluride near $T_0=300$ K. The leg is 200 $\mu$m long and carries $10^4$ A/cm$^2$. In SI units $\rho=10^{-5}\ \Omega$\,m and $j=10^8$ A/m$^2$, so
\begin{equation}
Z=\frac{(2\times10^{-4})^2}{10^{-5}\times1.5}=2.667\times10^{-3}\ \mathrm{K^{-1}},\qquad z=0.800,
\end{equation}
\begin{equation}
\frac{ZT_0^2}{\pi}=\frac{2.667\times10^{-3}\times300^2}{\pi}=76.4\ \mathrm{K}.
\end{equation}
This is the sum of a Peltier part of $-152.8$ K and a Joule part of $+76.4$ K, taken with reversed sign. It is reached at $t_*=0.917$ ms, when the diffusion length is 33.9 $\mu$m, about a sixth of the leg. A finite-volume solution of the heat equation with the same constant flux also gives 76.4 K.

For the true flux the root of \eqref{eq:root} is $s=0.3610$, and \eqref{eq:truemin} gives
\begin{equation}
\frac{T_{s,\min}}{T_0}=1.563+\frac{0.407-1}{0.8}=0.822 .
\end{equation}
The cooling is 53.4 K, reached at 0.587 ms, and the finite-volume solution agrees. The constant-flux formula overstates this by 43\% of the true-flux value. The two terms of \eqref{eq:small} give 41.2 K, which is too low: at $z=0.8$ the expansion is no longer accurate, and \eqref{eq:truemin} should be used.

With the same leg and material, the best steady current is 2297 A/cm$^2$ and cools by 70.3 K. The pulse gives 17 K less, but within 0.6 ms. The best steady current, switched on from rest, needs about 7 ms to reach the same 53 K, and it approaches its final value on the scale of the diffusion time of the whole leg, $L^2/a=32$ ms.

\section{What a real device changes}

A contact resistance $r_c$ per unit area releases $r_cj^2$ at the junction. If all of this heat enters the cold surface, the constant flux becomes $q=ST_0j(1-f)$ with $f=r_cj/(ST_0)$. For $f<1$, replacing $ST_0$ by $ST_0(1-f)$ in \eqref{eq:u} gives
\begin{equation}
\Delta T_{\max}=\frac{ZT_0^2}{\pi}(1-f)^2 .
\label{eq:contact}
\end{equation}
This depends on $j$, because $r_c$ is a fixed surface property. For a rough value $r_c=10^{-6}\ \Omega$\,cm$^2$ and the current above, $f=0.167$ and \eqref{eq:contact} gives 53.1 K in place of 76.4 K. With the true flux, the numerical solution falls from 53.4 to 39.0 K.

The other effects were added to the true-flux case one at a time. A copper film of 2 $\mu$m on the cold face must be cooled as well, and leaves 49.4 K. This counts only the film's heat capacity. A film of thickness $d$ and resistivity $\rho_f$ that carries the current sideways off a leg of width $w$ also releases Joule heat, on average $\rho_f j^2w^2/(3d)$ per unit area of the leg. With $\rho_f=1.7\times10^{-8}\ \Omega$\,m this is about 5\% of the Peltier flux for $w=100\ \mu$m and 19\% for $w=200\ \mu$m. The cooling figures in this section leave it out and so apply to legs much narrower than 100 $\mu$m. Holding the far end of the 200 $\mu$m leg at $T_0$ leaves 53.4 K, so the half-space is a good description at this current. If $S$ depends on temperature, the Seebeck terms in \eqref{eq:heat} no longer cancel and leave the Thomson term $-jT(dS/dT)T_x$. For $dS/dT>0$ it cools the region where $T_x>0$, while the smaller $S$ at the cold surface weakens the Peltier flux. With a rough slope of 0.2 $\mu$V/K$^2$ the net result is 53.2 K. Letting $\rho$ vary as $T^{1.5}$ and $k$ as $T^{-0.5}$, also rough, gives 53.9 K. A heat-transfer coefficient to air of 10 W/(m$^2$\,K), with a temperature difference of 76 K, would give a leak of about $10^{-4}$ of the Peltier flux, but that coefficient belongs to large surfaces in steady conditions. For a pulse shorter than a millisecond and a face 30 to 100 $\mu$m wide, conduction into still air gives hundreds to thousands of W/(m$^2$\,K). The leak through the face is then of order $10^{-2}$ of the Peltier flux, which is still small.

The current density chosen here is more than four times the best steady value for this leg, so it suits a short pulse and not continuous use. For legs narrow enough that the film's Joule heat is negligible, and for the contact resistance and 2 $\mu$m film assumed here, the constant Peltier flux and the resistance-free contact are the assumptions that fail most: together they take the cooling from 76 K to 39 K. The ranking depends on these values. The heat capacity of 10 $\mu$m of copper alone leaves about 38 K, while a contact resistance of $10^{-7}\ \Omega$\,cm$^2$ alone leaves about 52 K. With all the listed effects included except the air leak and the film's Joule heat, the cooling is 44 K at 5000 A/cm$^2$, 35 K at $10^4$ A/cm$^2$ and 21 K at $2\times10^4$ A/cm$^2$. The independence of current is therefore lost for these parameters, and the lowest of the three currents cools most.

Thin legs make this conflict sharper. By \eqref{eq:length}, the diffusion length shrinks to 10 $\mu$m at about $3.4\times10^4$ A/cm$^2$. For the same $r_c$, $f$ is then already about 0.6. A film leg 10 $\mu$m thick would need a still larger current to act as a half-space, so with this material and contact it cannot come near $ZT_0^2/\pi$ in that regime. The numerical output that follows lists the parameters and the main results.

\section*{Computed results}
\begin{verbatim}
Seebeck coefficient: 200 uV/K
electrical conductivity: 1000 S/cm
thermal conductivity: 1.50 W/(m K)
heat capacity per volume: 1.20 J/(cm3 K)
initial temperature: 300 K
current density: 10000 A/cm2
leg length: 200 um
thermal diffusivity: 0.0125 cm2/s
Z: 2.667 1e-3/K
Z*T0: 0.800 (no unit)
Peltier flux S*T0*j: 600.0 W/cm2
Joule heating: 1e+05 W/cm3
time of minimum, constant flux: 0.917 ms
same at three times the current: 0.102 ms
diffusion length sqrt(a*t) then: 33.9 um
Peltier part at minimum: -152.8 K
Joule part at minimum: 76.4 K
cooling Z*T0^2/pi: 76.39 K
cooling, constant flux, numerical: 76.39 K
true flux, root s: 0.3610 (no unit)
true flux, time of minimum: 0.587 ms
true flux, cooling, closed form: 53.43 K
true flux, cooling, numerical: 53.43 K
second-order coefficient, formula: 0.18321
second-order coefficient, measured: 0.18320
true flux, cooling from two terms: 41.22 K
steady limit, constant flux: 120.00 K
steady limit, true flux: 70.33 K
best steady current, true flux: 2297 A/cm2
contact resistance: 1.0e-06 ohm cm2
contact heat / Peltier flux: 0.167 (no unit)
constant flux with contact heat: 53.05 K
copper film: 2.0 um, 3.4 J/(cm3 K)
slope of S: 0.20 uV/K2
exponents of T/T0: rho 1.5, k -0.5
Cooling with the true flux and one added effect:
  contact resistance: 39.0 K
  copper film: 49.4 K
  finite leg: 53.4 K
  S(T) with Thomson heat: 53.2 K
  rho(T) and k(T): 53.9 K
All these effects together:
  5000 A/cm2: 44.3 K at 2.50 ms
  10000 A/cm2: 35.4 K at 0.57 ms
  20000 A/cm2: 20.7 K at 0.12 ms
air heat-transfer coefficient: 10 W/(m2 K)
air heat leak / Peltier flux: 1.3e-04 (no unit)
\end{verbatim}
